# Thermal conductivity as a sum over relaxons, part 2

The problem is the thermal conductivity $\kappa$ of a crystal with colliding phonons and a temperature gradient along $x$. The lifetime recipe gives each mode its own lifetime $1/\Gamma_{\mu\mu}$; the full solution uses the whole collision matrix $\Gamma$.

Mode $\mu$ (wavevector $\mathbf q$ and branch) has angular frequency $\omega_\mu$, velocity $v_\mu=\partial\omega_\mu/\partial q_x$ and Bose occupation $\bar n_\mu$ at temperature $T$. A disturbance is $\delta n_\mu=g_\mu x_\mu=g_\mu^2\varphi_\mu$, with $g_\mu=\sqrt{\bar n_\mu(\bar n_\mu+1)}$. Collisions give

$$\dot x=-\Gamma x,\qquad \Gamma_{\mu\nu}=\sum_\ell Q_\ell\,\frac{s^\ell_\mu s^\ell_\nu}{g_\mu g_\nu}.$$

Here $Q_\ell$ is the equilibrium traffic through event $\ell$, and $s^\ell$ records the phonons it adds to or removes from each mode. Isotope scattering links modes of equal frequency at the symmetric rate $K_{\mu\nu}$. The unsymmetrised matrix acts on $\delta n$ itself.

The orthonormal eigenvectors $\theta^\alpha$ of $\Gamma$ are the relaxons, with decay times $\tau_\alpha$, chosen even or odd under $\mathbf q\to-\mathbf q$. The energy pattern $e_\mu\propto g_\mu\omega_\mu$ has unit length and $\Gamma e=0$. With $b_\mu=v_\mu e_\mu$ and heat capacity per volume $C$,

$$\boxed{\;\kappa=C\sum_{\alpha}V_\alpha^2\,\tau_\alpha,\qquad V_\alpha=b\cdot\theta^\alpha=\sum_\mu e_\mu v_\mu\theta^\alpha_\mu\;}$$

The sum runs over damped relaxons. It assumes that no undamped pattern overlaps $b$; otherwise there is no steady solution.

The example is a simple-cubic lattice with one longitudinal and two equal transverse branches:

$$\omega(\mathbf q)=2\pi f\,\Big[\tfrac13\sum_{i=x,y,z}\sin^2(q_ia_0/2)\Big]^{1/2},\qquad f=17\ \text{or}\ 12\ \text{THz}.$$

The three-phonon matrix element $\Phi$ has effective coupling $\gamma$:

$$|\Phi|^2=\frac{\hbar^3\gamma^2\omega_1\omega_2\omega_3}{2NM\bar c^{\,2}},\qquad \gamma=0.3,$$

The isotope rate is $K=\pi\epsilon\omega^2/(6N\Delta\omega)$. Here $a_0=0.271$ nm, $M=28.085$ u, $\bar c=6.72$ km/s (mean sound speed), $\epsilon=2.0\times10^{-4}$ (mass variance), and $N$ is the number of cells. Frequencies are rounded to multiples of 1 THz, with $\Delta\omega$ the angular-frequency step. The three modes at $\mathbf q=0$ are left out. $k_B$ is Boltzmann's constant.

### What the relaxon velocity is

$V_\alpha$ has the unit of a velocity, and it is also the overlap of relaxon $\alpha$ with the heat current. These are one quantity: the matrix element of the phonon velocity between the energy pattern and the relaxon. It is not the speed at which the relaxon travels. The diagonal element $\sum_\mu(\theta^\alpha_\mu)^2v_\mu$ vanishes for a relaxon of definite parity, because the square is even and the velocity is odd. Even relaxons also have $V_\alpha=0$, so the odd ones carry all the heat.

The sign of $V_\alpha$ changes with the arbitrary sign of $\theta^\alpha$. If several relaxons share one decay time, any rotation among them is allowed and the separate $V_\alpha$ change, while the sum of $V_\alpha^2$ over the set does not. Contributions should therefore be quoted for whole degenerate sets.

Since the relaxons are complete,

$$\sum_\alpha V_\alpha^2=|b|^2=\sum_\mu e_\mu^2v_\mu^2=\frac{\sum_\mu c_\mu v_\mu^2}{\sum_\mu c_\mu},$$

where $c_\mu$ is the heat capacity of mode $\mu$. Collisions redistribute a fixed total of squared velocity among the relaxons. They do not change the total.

A limit shows when the lifetime recipe is correct. Let the only scattering be elastic, with $K_{\mu\nu}$ the same for all modes $\nu$ of the frequency of $\mu$. For an odd $x$ the return flow $\sum_\nu K_{\mu\nu}x_\nu$ vanishes, because each $\nu$ is cancelled by its reversed partner. Every odd pattern at that frequency decays at the rate $\sum_\nu K_{\mu\nu}$, and $\kappa$ reduces to a sum of mode heat capacity per volume times $v^2$ times lifetime. The sum over $\nu$ includes $\nu=\mu$, a term that $\Gamma_{\mu\mu}$ leaves out; the difference disappears when many modes share each frequency. The recipe then holds because scattered phonons forget their direction. In general they do not.

### Numbers for a silicon-like model

The crystal defined at the end of the first part is now put on a $7\times7\times7$ mesh at 300 K, which gives 1026 modes. Velocities come from the dispersion before rounding. Differentiating $\omega^2$ gives

$$2\omega v=\frac{(2\pi f)^2}{3}\,a_0\sin\frac{q_xa_0}{2}\cos\frac{q_xa_0}{2}\quad\Rightarrow\quad v=\frac{(2\pi f)^2a_0\sin(q_xa_0)}{12\,\omega}.$$

For long waves this gives sound speeds $\pi fa_0/\sqrt3$, or 8.36 and 5.90 km/s.

The matrix has one undamped pattern, the energy. The heat capacity is $C=1.710$ MJ/(m³ K). The squared relaxon velocities add up to 4.937 km²/s², equal to the average of $v^2$ weighted with mode heat capacities obtained by differentiating the Bose energies numerically. Decay times run from 1.1 to 148 ps.

The relaxon set that contributes most has $\tau=32.7$ ps and $(\sum V^2)^{1/2}=0.862$ km/s. Its part of the conductivity is

$$1.710\times10^6\times(0.862\times10^3)^2\times32.7\times10^{-12}\approx41.6\ \text{W/(m K)},$$

or 15% of the total. The next two sets give 37.1 and 35.8 W/(m K), with decay times of 51.4 and 30.3 ps. The slowest relaxon, at 148 ps, is even and carries no heat at all; the slowest set that overlaps the current has $\tau=81.8$ ps and gives 12.4 W/(m K). A long decay time is of no use without overlap with the current. Of the 309 damped sets, only 60 have a nonzero overlap, and fourteen of these supply 90% of the total,

$$\kappa=276\ \text{W/(m K)}=2.76\ \text{W/(cm K)} .$$

The lifetime recipe, $C\sum b_\mu^2/\Gamma_{\mu\mu}$, gives 228 W/(m K) for the same collisions, which is 18% below the full value.

An independent test used the $5\times5\times5$ mesh. There the steady transport equation was solved directly for $\delta n$, with the unsymmetrised matrix obtained from the nonlinear rates. Both that solution and the relaxon sum give 361.7 W/(m K). The difference from 276 W/(m K) is an effect of the mesh, considered below.

### A lower bound

For any odd pattern $y$ with components $y_\alpha=\theta^\alpha\!\cdot y$, the Cauchy–Schwarz inequality gives

$$(b\cdot y)^2=\Big(\sum_\alpha V_\alpha\sqrt{\tau_\alpha}\,\frac{y_\alpha}{\sqrt{\tau_\alpha}}\Big)^2\le\Big(\sum_\alpha V_\alpha^2\tau_\alpha\Big)\big(y^T\Gamma y\big).$$

Every trial pattern with $y^T\Gamma y>0$ thus bounds the conductivity from below:

$$\kappa\ge C\,\frac{(b\cdot y)^2}{y^T\Gamma y}.$$

One trial pattern has a special role. In a normal process the wavevectors satisfy $\mathbf q_3=\mathbf q_1+\mathbf q_2$, with all three in the first Brillouin zone. Then $\varphi_\mu=q_{x,\mu}$ gives $s^\ell\!\cdot\varphi=0$, and the drift pattern

$$d_\mu=g_\mu q_{x,\mu}$$

is undamped by normal processes. An umklapp process changes the sum of wavevectors by a reciprocal-lattice vector, and isotope scattering changes $\mathbf q$ directly. Both can damp $d$. Write $\Gamma=\Gamma_N+\Gamma_R$, with the normal processes in $\Gamma_N$ and the rest in $\Gamma_R$. Since $\Gamma_Nd=0$, the bound becomes

$$\kappa\ge C\,V_d^2\,\tau_d,\qquad V_d=\frac{|b\cdot d|}{|d|},\qquad \frac1{\tau_d}=\frac{d^T\Gamma_Rd}{d\cdot d}.$$

In the example $V_d=1.744$ km/s and $\tau_d=19.1$ ps, so that

$$1.710\times10^6\times(1.744\times10^3)^2\times19.1\times10^{-12}\approx99\ \text{W/(m K)} .$$

The drift pattern holds 62% of the total squared velocity, yet the bound is only 36% of $\kappa$. At full resistive strength the drift is not itself a relaxon, and the current is spread over many decay times. This model crystal is not in the hydrodynamic regime at 300 K.

### Towards the hydrodynamic limit

To reach that regime, multiply every resistive process by a factor $\lambda$ and keep the frequencies, the temperature and the normal processes fixed:

$$\Gamma(\lambda)=\Gamma_N+\lambda\Gamma_R .$$

Split the odd patterns into those undamped by $\Gamma_N$, marked 0, and the others, marked 1. Let $R_{ij}$ be the blocks of $\Gamma_R$, and let $N_1$ be the block of $\Gamma_N$ on the damped patterns. The equation $\Gamma y=b$ reads

$$\lambda R_{00}y_0+\lambda R_{01}y_1=b_0,\qquad \lambda R_{10}y_0+(N_1+\lambda R_{11})y_1=b_1 .$$

If $R_{00}$ is invertible, the first equation makes $y_0$ of order $1/\lambda$. Then $\lambda R_{10}y_0$ is of order one. Since $N_1$ is invertible, $y_1$ is also of order one. Returning to the first equation, $\lambda y_0=R_{00}^{-1}b_0+O(\lambda)$, and hence

$$\lambda\kappa=\lambda C\,(b_0\cdot y_0+b_1\cdot y_1)=C\,b_0^TR_{00}^{-1}b_0+O(\lambda).$$

The conductivity diverges as $1/\lambda$ when $b_0\neq0$. This is the exception set aside earlier: with normal processes alone, the driven equation has no steady solution.

The example has three odd undamped patterns at $\lambda=0$, which are the drifts along $x$, $y$ and $z$. Reflection of $q_y$ leaves $b$ unchanged and reverses the $y$ drift, so these two do not overlap. The same argument applies to $z$, and it also removes the elements of $R_{00}$ between different drifts. The limit is therefore $CV_d^2\tau_d=99.2$ W/(m K). The lower bound has become the leading term.

Direct solution of the transport equation gives these values:

| $\lambda$ | $\lambda\kappa$, W/(m K) |
|---|---|
| $10^{-1}$ | 149.7 |
| $10^{-2}$ | 108.3 |
| $10^{-3}$ | 100.3 |
| $10^{-4}$ | 99.3 |

From the third row to the fourth, the excess over the limit falls from about 1.1 to 0.11 W/(m K), as an error of order $\lambda$ should. At $\lambda=10^{-3}$ one degenerate set carries 99.6% of the heat. Its decay time is 19.18 ns, compared with $\tau_d/\lambda=19.09$ ns. One relaxon per direction, a drift of the whole phonon gas, has taken over.

The lifetime recipe misses this. It stays finite as $\lambda\to0$, because normal processes keep every $\Gamma_{\mu\mu}$ above zero. A mode with $(\Gamma_N)_{\mu\mu}=0$ would take part in no normal event. Together with its reversed partner it would form a further odd undamped pattern, and there is none beyond the three drifts.

### How far the numbers can be trusted

The wavevector mesh and the frequency ladder are not converged. A $9\times9\times9$ mesh with the same ladder gives 297 W/(m K), which is 7% above the 7-mesh value. Halving the ladder step on that larger mesh gives 286 W/(m K), a reduction of 4%.

The mesh also omits the longest waves. Assume that for these $\tau=A/\omega^2$, with $A$ for each branch taken from the diagonal rate of its lowest mesh mode along $x$. With $\omega=cq$, heat capacity $k_B$ per mode and an isotropic average $v^2=c^2/3$, a sphere of radius $q_c$ contributes, for each branch,

$$\int_{q<q_c}\frac{d^3q}{(2\pi)^3}\,k_B\,\frac{c^2}{3}\,\frac{A}{c^2q^2}=\frac{k_BA\,q_c}{6\pi^2}.$$

Choosing the sphere to have the volume of the omitted mesh cell at $\mathbf q=0$ and adding the branches gives about 39 W/(m K). This estimate rests on single-mode lifetimes and on an assumed power law that the model does not confirm: the values of $A$ read off in this way change by tens of per cent from one mesh to the next. It gives only the order of magnitude, a few tens of W/(m K).

Treating phonons as particles requires decay rates well below the frequencies. The largest ratio $\Gamma_{\mu\mu}/\omega_\mu$ is 0.008, so the condition holds within the model. Heat carried by coherence between branches lies outside the Boltzmann equation and is not included. Nor are collisions of four or more phonons. Relative to three-phonon rates, four-phonon rates scale as the thermal strain squared, $k_BT/(M\bar c^{\,2})=2.0\times10^{-3}$, multiplied by higher anharmonic coefficients and by the number of open processes, neither of which the model supplies.

The decay times belong to disturbances that are uniform in space. If $x$ varies with position $X$, drift adds a term $v_\mu\,\partial x_\mu/\partial X$, whose matrix elements $\sum_\mu\theta^\alpha_\mu v_\mu\theta^\beta_\mu$ connect different relaxons. They then no longer decay independently, and $C\sum V_\alpha^2\tau_\alpha$ cannot be applied point by point when the temperature gradient changes over the distance phonons travel between collisions.

### Beside real silicon

The atomic volume, mass, isotope variance and sound speeds are rough values in the range of silicon. Bulk silicon near room temperature conducts very roughly 150 W/(m K), so the model's 276 W/(m K) is well above typical. Its coupling is a chosen number, and three-phonon rates scale as $\gamma^2$; if isotope scattering were negligible, $\kappa$ would scale as $1/\gamma^2$. In this model it is not negligible, and $\kappa$ depends less strongly on $\gamma$. Removing isotope scattering would roughly double the model's $\kappa$, a much larger effect than in real silicon near room temperature. The model also replaces the diamond structure and its optical branches by a simple-cubic lattice, and it ignores polarisation selection rules. It illustrates the relaxon sum and does not predict silicon. In particular, the 18% gap between the lifetime recipe and the full solution is not a silicon value: in bulk silicon near room temperature the gap is only a few per cent. Chips run warm: at 400 K, with frequencies and coupling held fixed, the model gives 234 W/(m K), a fall of 15%. Real silicon falls much more steeply over this range, by about a third, to roughly 100 W/(m K). Thin device layers also break the assumption of an unbounded crystal. Adding a boundary rate $|\mathbf v_\mu|/L$ to each mode, with $L=100$ nm and the 7-mesh at 300 K kept, lowers $\kappa$ from 276 to 106 W/(m K). This crude rate takes no account of film orientation or surface roughness, but it shows that at this thickness the boundary matters more than the difference between the relaxon sum and the lifetime recipe. The remaining values are in the numerical output below.

## Numbers as computed

```
temperature: 300 K; cell length: 0.271 nm; mass: 28.085 u
top frequencies L, T: 17, 12 THz; ladder step: 1 THz
sound speeds L, T, mean: 8.36, 5.90, 6.72 km/s
effective coupling: 0.3; isotope variance: 2.0e-04
5-mesh: modes 372, matrix error vs definition (relative): 6.9e-15
5-mesh: relative asymmetry of unsymmetrised matrix: 0.295
5-mesh: kappa from definition: 361.7067 W/(m K)
5-mesh: kappa from relaxons:   361.7067 W/(m K)
5-mesh: one phonon population left after 3 lifetimes: 0.0621
        single exponential would leave: 0.0498
7-mesh: modes 1026, ordered three-phonon processes 36574
7-mesh: undamped modes (energy): 1
heat capacity C: 1.7097 MJ/(m3 K)
sum of V^2: 4.9368 km2/s2; heat-weighted mean v_x^2: 4.9368 km2/s2
relaxon decay times, shortest and longest: 1.121, 147.85 ps
kappa, relaxon sum: 276.448 W/(m K) = 2.7645 W/(cm K)
kappa, single-mode relaxation time: 227.903 W/(m K)
leading degenerate groups: tau (ps), root sum V^2 (km/s), kappa (W/(m K)), share (%)
    32.735   0.8622   41.603   15.05
    51.427   0.6500   37.148   13.44
    30.341   0.8308   35.802   12.95
    21.001   0.7691   21.237    7.68
    48.888   0.4829   19.491    7.05
groups needed for 90 % of kappa: 14 of 309
drift mode: overlap velocity 1.7436 km/s, resistive time 19.087 ps
drift mode share of sum V^2: 61.58 %
drift-only lower bound on kappa: 99.202 W/(m K)
odd undamped modes with normal processes only: 3
limit of factor*kappa: 99.202 W/(m K)
  resistive factor 1e-01: kappa 1497.03, factor*kappa 149.703 W/(m K)
  resistive factor 1e-02: kappa 10830.76, factor*kappa 108.308 W/(m K)
  resistive factor 1e-03: kappa 100286.33, factor*kappa 100.286 W/(m K)
  resistive factor 1e-04: kappa 993127.90, factor*kappa 99.313 W/(m K)
factor 1e-3: largest group tau 19179.5 ps, share 99.64 %
kappa at 400 K: 233.978 W/(m K)
kappa on 9-mesh, 1 THz ladder: 296.882 W/(m K)
kappa on 9-mesh, 0.5 THz ladder: 285.873 W/(m K)
estimated kappa of long waves missing from 7-mesh: 38.99 W/(m K)
kappa with boundary rate |v|/L, L = 100 nm: 106.368 W/(m K)
largest decay rate over angular frequency: 0.0083
thermal strain squared kT/(M v^2): 1.97e-03
```
